# The LDOS preconditioner in a uniform metal and in an insulator

## 1. Definitions and conventions

Hartree atomic units are used, and $kT$ is the thermal energy. Electrons move in a periodic volume $\Omega$ in a mean-field potential $V$, without spin polarization. The orbitals $\psi_n$ have energies $e_n$ and are normalized over $\Omega$. With the Fermi function $f(x)=1/(1+e^{x/kT})$ the density is

$$\rho(\mathbf r)=2\sum_n f(e_n-\mu)\,|\psi_n(\mathbf r)|^2 ,$$

where $\mu$ is fixed by the electron number $N=\int\rho\,d\mathbf r$. The local density of states (LDOS) and its integral are

$$D_{\rm loc}(\mathbf r)=2\sum_n\big[-f'(e_n-\mu)\big]|\psi_n(\mathbf r)|^2,\qquad D=\int_\Omega D_{\rm loc}\,d\mathbf r .$$

Since $f'<0$, both are positive. $D$ counts both spins and refers to the whole volume, not to a unit of volume. If $\Omega$ is a unit cell sampled by $N_k$ equally weighted $k$ points, each sum over $n$ includes the $k$ points and a factor $1/N_k$.

The Coulomb operator $v_c$ multiplies the Fourier component $\mathbf G\neq0$ by $4\pi/G^2$ and removes $\mathbf G=0$. The LDOS preconditioner is

$$P=1+Mv_c,\qquad M(\mathbf r,\mathbf r')=D_{\rm loc}(\mathbf r)\,\delta(\mathbf r-\mathbf r')-\frac{D_{\rm loc}(\mathbf r)D_{\rm loc}(\mathbf r')}{D}.$$

Two statements will be shown.

- **Uniform metal.** If $D_{\rm loc}$ is constant in space, $P^{-1}$ multiplies each component $\mathbf G\ne0$ by the Kerker factor $G^2/(G^2+q_0^2)$, with $q_0^2=4\pi D/\Omega$.
- **Gapped system.** If a gap $\Delta$ separates filled from empty levels, then for a fixed cell, $k$ mesh, finite basis and electron number, $P^{-1}\to1$ as $T\to0$.

## 2. What a preconditioner should approximate

Let $F(\rho)$ be the density produced by the potential built from $\rho$. Self-consistency means $F(\rho_*)=\rho_*$. Damped, preconditioned density mixing is

$$\rho_{\rm next}=\rho+\alpha P^{-1}\,[F(\rho)-\rho].$$

Write $\rho=\rho_*+\eta$ with small $\eta$. The potential changes by $K\eta$, where $K$ is the Hartree and exchange-correlation kernel, and the output density changes by $\chi_0K\eta$, where $\chi_0$ is the independent-electron response at fixed $N$. Thus $F(\rho)-\rho=(\chi_0K-1)\eta$, and

$$\eta_{\rm next}=\big[1-\alpha P^{-1}(1-\chi_0K)\big]\eta .$$

If $P=1-\chi_0K$ and $\alpha=1$, the error vanishes to first order. The LDOS preconditioner makes two approximations to this ideal: $K$ is replaced by $v_c$, and $\chi_0$ by the local model $-M$.

Input and output densities have the same electron number, so the residual $F(\rho)-\rho$ has zero mean. The $\mathbf G=0$ component never enters.

## 3. Where the LDOS model comes from

**Fixed chemical potential.** Let $\chi_\mu$ be the response at fixed $\mu$. Add a constant $c$ to $V$. Every energy rises by $c$ and no orbital changes, so

$$\delta\rho(\mathbf r)=2\sum_n f'(e_n-\mu)\,c\,|\psi_n(\mathbf r)|^2=-D_{\rm loc}(\mathbf r)\,c .$$

By definition this is also $c\int\chi_\mu(\mathbf r,\mathbf r')\,d\mathbf r'$. Hence

$$\int\chi_\mu(\mathbf r,\mathbf r')\,d\mathbf r'=-D_{\rm loc}(\mathbf r).$$

This sum rule holds for any potential $V$. Now let $\delta V$ vary slowly over the range of $\chi_\mu$, which is assumed to be finite. Expanding $\delta V(\mathbf r')$ about $\mathbf r$ gives

$$\int\chi_\mu(\mathbf r,\mathbf r')\,\delta V(\mathbf r')\,d\mathbf r'=-D_{\rm loc}(\mathbf r)\,\delta V(\mathbf r)+O(\nabla\delta V).$$

The model keeps the first term.

**Fixed electron number.** The chemical potential must now move by some $\delta\mu$. Only $e_n-\mu$ enters the occupations, so raising $\mu$ by $\delta\mu$ acts like lowering $V$ by the constant $\delta\mu$. First-order perturbation theory gives $\delta e_n=\int|\psi_n|^2\delta V\,d\mathbf r$; for a degenerate level this holds for the sum over the level, which is all that is needed because its members share one $f'$. Therefore

$$0=\delta N=2\sum_n f'(e_n-\mu)(\delta e_n-\delta\mu)=-\int D_{\rm loc}\,\delta V\,d\mathbf r+D\,\delta\mu,$$

$$\delta\mu=\frac1D\int D_{\rm loc}\,\delta V\,d\mathbf r .$$

No slow variation was assumed for $\delta\mu$. Combining it with the local model,

$$\delta\rho(\mathbf r)=-D_{\rm loc}(\mathbf r)\,[\delta V(\mathbf r)-\delta\mu]=-(M\delta V)(\mathbf r).$$

The first term of $M$ is local screening; the second restores the electron number.

The numerical check applies a cosine potential, one period per supercell, to a one-dimensional metal with a periodic lattice potential and a weak slow modulation, which is stretched along with the supercell. For supercells of 30, 90 and 270 bohr the error of the LDOS response, relative to the norm of the true response, is 4.3%, 0.9% and 0.3%. The last threefold stretch reduces it about threefold, as a first-order gradient error would.

## 4. Bounds on the preconditioner

For a real function $g$ let $\bar g=\int D_{\rm loc}\,g\,d\mathbf r/D$. Then

$$\langle g|M|g\rangle=\int D_{\rm loc}\,g^2\,d\mathbf r-D\bar g^2=\int D_{\rm loc}\,(g-\bar g)^2\,d\mathbf r .$$

The second equality follows on expanding the square: its cross term is $-2D\bar g^2$ and its last term $+D\bar g^2$. The last form shows $M\ge0$; the middle form shows $\langle g|M|g\rangle\le\max D_{\rm loc}\,\langle g|g\rangle$. So

$$0\le M\le\max_{\mathbf r}D_{\rm loc}(\mathbf r).$$

The division by $D$ is therefore harmless even when $D\to0$.

Also $\int Mg\,d\mathbf r=D\bar g-D\bar g=0$, so $P$ maps zero-mean functions to zero-mean functions. On that space $v_c^{1/2}$ is invertible. Measure a density change by its Coulomb norm, $\|\eta\|_C^2=\langle\eta|v_c|\eta\rangle$, which is the ordinary norm of $v_c^{1/2}\eta$. In that variable $P$ becomes

$$v_c^{1/2}(1+Mv_c)v_c^{-1/2}=1+A,\qquad A=v_c^{1/2}Mv_c^{1/2}\ge0 .$$

All eigenvalues of $1+A$ are at least 1, so $P$ is invertible. Let $\lambda$ be the largest eigenvalue of $A$. Since $(1+A)^{-1}-1=-A(1+A)^{-1}$ and $a/(1+a)$ increases with $a$,

$$\|P^{-1}-1\|_C=\frac{\lambda}{1+\lambda}\le\lambda\le\frac{4\pi}{G_{\min}^2}\max_{\mathbf r}D_{\rm loc}(\mathbf r),$$

where $G_{\min}$ is the shortest nonzero reciprocal vector, at which $v_c$ is largest.

## 5. The uniform metal

Put $D_{\rm loc}=D/\Omega$ into $M$:

$$(Mg)(\mathbf r)=\frac D\Omega\left[g(\mathbf r)-\frac1\Omega\int g\,d\mathbf r'\right].$$

The bracket removes the mean and leaves every plane wave with $\mathbf G\ne0$ unchanged. On such a wave $M$ is the number $D/\Omega$ and $v_c$ is $4\pi/G^2$. Hence

$$P(\mathbf G)=1+\frac{4\pi D}{\Omega G^2}=\frac{G^2+q_0^2}{G^2},\qquad \boxed{P^{-1}(\mathbf G)=\frac{G^2}{G^2+q_0^2},\quad q_0^2=\frac{4\pi D}{\Omega}.}$$

For free electrons $|\psi_n|^2=1/\Omega$, so the LDOS is indeed uniform. Differentiating $N=2\sum_nf(e_n-\mu)$ at fixed $V$ gives $D=\partial N/\partial\mu$, and thus $D/\Omega=dn/d\mu$ with $n=N/\Omega$. At $T=0$ we have $n=k_F^3/3\pi^2$ and $\mu=k_F^2/2$, so

$$\frac{dn}{d\mu}=\frac{k_F^2/\pi^2}{k_F}=\frac{k_F}{\pi^2},\qquad q_0^2=\frac{4k_F}{\pi},$$

which is the Thomas-Fermi value.

**How good is Kerker for free electrons?** Apply $V_qe^{i\mathbf q\cdot\mathbf r}$ plus its complex conjugate. The state $\mathbf k$ acquires admixtures of $\mathbf k\pm\mathbf q$, and the $e^{i\mathbf q\cdot\mathbf r}$ component of its density is

$$\frac{V_q}{\Omega}\left[\frac1{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}}+\frac1{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf q}}\right],\qquad \varepsilon_{\mathbf k}=k^2/2 .$$

Weight this by $2f_{\mathbf k}$, sum over $\mathbf k$, and shift $\mathbf k\to\mathbf k+\mathbf q$ in the second term:

$$\chi_0(q)=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}} .$$

This is the Lindhard response. As $q\to0$ the quotient becomes $f'$, so $\chi_0\to-dn/d\mu$, and $1-4\pi\chi_0/q^2$ approaches the Kerker form. At larger $q$ the two differ; Section 7 gives numbers.

## 6. The gapped system

Let $E_v$ be the highest filled level, $E_c$ the lowest empty one, and $\Delta=E_c-E_v>0$. Their degeneracies, counted over the $k$ mesh and without spin, are $g_v$ and $g_c$. Surface or defect levels count too: a partly filled one removes the gap assumed here.

**Thermal factor.** With $y=(e-\mu)/kT$,

$$-f'=\frac{f(1-f)}{kT}=\frac1{kT}\,\frac1{e^y+2+e^{-y}}\le\frac{e^{-|y|}}{kT},$$

and far from $\mu$ the bound becomes an equality to leading order.

**Position of $\mu$.** At fixed $N$ the number of thermally excited electrons equals the number of holes. For $\mu$ inside the gap, many $kT$ from both edges, and for $kT$ small compared with the spacing to the next levels, the edge levels dominate:

$$g_c\,e^{-(E_c-\mu)/kT}=g_v\,e^{-(\mu-E_v)/kT}.$$

Taking logarithms,

$$\mu=\frac{E_c+E_v}2+\frac{kT}2\ln\frac{g_v}{g_c}.$$

As $T\to0$ this lies near midgap, consistent with the assumption. It is the only solution, because the electron number rises with $\mu$ while the hole number falls.

**Density of states.** The two sides of the balance are equal and their product is $g_vg_ce^{-\Delta/kT}$, so each is $\sqrt{g_vg_c}\,e^{-\Delta/2kT}$. Adding both edges, with spin factor 2 and weight $1/N_k$,

$$D\simeq\frac{4\sqrt{g_vg_c}}{N_k\,kT}\,e^{-\Delta/2kT}.$$

**Conclusion.** A finite basis has finitely many orbitals. Let $B$ be the largest value of any $|\psi_n(\mathbf r)|^2$; it does not depend on $T$ for a fixed potential. Then $D_{\rm loc}(\mathbf r)\le BD$, and Section 4 gives

$$\boxed{\|P^{-1}-1\|_C\le\frac{4\pi B}{G_{\min}^2}\,D\longrightarrow0\quad(T\to0).}$$

The exponential overcomes the prefactor $1/kT$.

**Why the cell must be fixed.** In a cubic box of side $L$, $G_{\min}=2\pi/L$, and the bound of Section 4 reads $\lambda\le L^2\max D_{\rm loc}/\pi$. There is also a lower bound. Let the box contain at least three identical cells along each side, and take the normalized wave $g=\sqrt{2/\Omega}\cos(G_{\min}x)$. The cell-periodic $D_{\rm loc}$ has no Fourier component at $G_{\min}$ or $2G_{\min}$, so $\bar g=0$ and $\langle g|M|g\rangle=D/\Omega$. Since $v_c^{1/2}g=(\sqrt{4\pi}/G_{\min})\,g$ and the largest eigenvalue is at least any normalized expectation value, $\lambda\ge\langle g|A|g\rangle=(4\pi/G_{\min}^2)\,D/\Omega$. Thus

$$\frac{L^2}{\pi}\frac D\Omega\le\lambda\le\frac{L^2}{\pi}\max D_{\rm loc}.$$

At fixed $T>0$, $\lambda$ grows without limit with $L$: even a few thermal carriers screen a sufficiently long wave.

**What the identity leaves out.** The limit $P=1$ belongs to the LDOS model, not to the true dielectric operator. In an insulator at $T=0$, a wave of wave vector $q$ couples filled states at $k$ to empty states at $k+q$. With $Q_k$ the projector on the filled cell-periodic orbitals, the coupling is

$$(1-Q_{k+q})Q_k=(Q_k-Q_{k+q})Q_k=O(q),$$

because the gap makes $Q_k$ smooth in $k$. The response contains the square of this coupling divided by energies of at least $\Delta$, so $\chi_0(q)\propto-q^2$. Multiplied by $4\pi/q^2$ it stays finite. The local model discards this polarization.

The loss is tolerable when the dielectric operator $1-\chi_0v_c$ has a moderate largest eigenvalue $\epsilon_{\max}$. Its eigenvalues are real and at least 1. To see this, apply a real potential $g$ at $T=0$. Each filled orbital changes by $\delta\psi_v=\sum_{m}\psi_m\langle m|g|v\rangle/(e_v-e_m)$, the terms between two filled orbitals cancel in pairs in the density, and $\langle g|\chi_0|g\rangle=-4\sum_{v,c}|\langle c|g|v\rangle|^2/(e_c-e_v)\le0$, with $v$ filled and $c$ empty. As in Section 4, $1-\chi_0v_c$ is similar to the symmetric operator $1+v_c^{1/2}(-\chi_0)v_c^{1/2}\ge1$. With $P=1$ and $K=v_c$, one step near the solution multiplies the error along an eigenvector with eigenvalue $\epsilon$ by $1-\alpha\epsilon$, so simple mixing converges for $0<\alpha<2/\epsilon_{\max}$.

In the one-dimensional insulator of the numerical check, $-\chi_0(q)/q^2$ is 1.08, 1.12 and 1.13 bohr/hartree for supercells of 30, 90 and 270 bohr, so the $q^2$ law is seen directly.

## 7. Worked example: one crystal, two limits

Take a model cubic crystal of independent electrons with side $a=6$ bohr, two electrons per cell, and

$$V=-u\left[\cos\frac{2\pi x}a+\cos\frac{2\pi y}a+\cos\frac{2\pi z}a\right].$$

The volume is $\Omega=216$ bohr³ and $G_{\min}=2\pi/6=1.047$ bohr⁻¹.

**Metal, $u=0$, $kT=0.05$ hartree.** The computed $D$ is 13.416 hartree⁻¹ per cell. Then

$$q_0^2=4\pi\times\frac{13.416}{216}=4\pi\times0.06211=0.7805\ \text{bohr}^{-2},\qquad q_0=0.883\ \text{bohr}^{-1}.$$

The $T=0$ value is $4k_F/\pi=4(0.6496)/\pi=0.827$ bohr⁻², so smearing lowers $q_0^2$ by about 6%. At a wavelength of 6 bohr the Kerker factor is $1.0966/(1.0966+0.7805)=0.584$; at 60 bohr it is 0.0139.

The dielectric function at four wave vectors is:

| $q$ (bohr⁻¹) | Lindhard | Kerker | ratio |
|---|---|---|---|
| 0.05 | 313.0 | 313.2 | 0.999 |
| 0.50 | 3.93 | 4.12 | 0.954 |
| 1.05 | 1.49 | 1.71 | 0.873 |
| 2.09 | 1.03 | 1.18 | 0.872 |

The ratio is the eigenvalue of $P^{-1}(1-\chi_0v_c)$ for that wave. Without preconditioning these four eigenvalues spread from 1.03 to 313; with it, from 0.87 to 1.00. Between the last two rows the ratio dips slightly lower, to about 0.83 near $q=1.5$ bohr⁻¹.

**Insulator, $u=0.5$ hartree.** On a mesh of $4^3=64$ $k$ points the gap is $\Delta=0.4355$ hartree. The table shows what happens on this mesh as the temperature falls; on a dense mesh the last three values of $D$ are lower by about 0.2%, 3.5% and 15%, and the norms fall by nearly the same fractions.

| $kT$ (hartree) | $D$ (hartree⁻¹) | $\Vert P^{-1}-1\Vert_C$ |
|---|---|---|
| 0.1 | 3.88 | 0.28 |
| 0.05 | 0.670 | 0.064 |
| 0.025 | $9.77\times10^{-3}$ | $1.0\times10^{-3}$ |
| 0.0125 | $1.49\times10^{-6}$ | $1.5\times10^{-7}$ |

"Low temperature" means $kT\ll\Delta/2=0.218$ hartree; at $kT=0.1$ hartree the preconditioner is still far from the identity.

The edge degeneracies are $g_v=1$ and $g_c=3$. At $kT=0.0125$ hartree the asymptotic law gives

$$D\simeq\frac{4\sqrt3}{64\times0.0125}\,e^{-0.4355/0.025}\approx2.4\times10^{-7}\ \text{hartree}^{-1},$$

about six times too small. The law omits levels close to the band edges, which still contribute at this temperature. At $kT=0.001$ hartree it agrees with the direct sum to 0.02%.

The bounds on $\lambda$ show the effect of box size. At $kT=0.025$ hartree, $\max D_{\rm loc}=4.35\times10^{-4}$ hartree⁻¹ bohr⁻³, and the upper bound reaches 1 at $L=85$ bohr. The mean LDOS is $9.77\times10^{-3}/216=4.52\times10^{-5}$ in the same unit, and the lower bound reaches 1 at $L=\sqrt{\pi/4.52\times10^{-5}}\approx264$ bohr. For repeated cells with this LDOS, $\lambda$ therefore reaches 1 somewhere between these two sizes. The larger one is the better estimate: a wave much longer than the cell responds mainly to the mean LDOS, not to its maximum. At this temperature, thermal carriers thus screen the longest wave appreciably once $L$ is roughly 260 to 270 bohr.

**Using the metal's Kerker factor in an insulator.** At a wavelength of 60 bohr it multiplies the residual by 0.0139. If $\epsilon$ is the insulator's macroscopic dielectric constant for that wave, one step multiplies the slowly decaying error by approximately $1-0.0139\,\alpha\epsilon$, which is close to 1 for moderate $\epsilon$ and $\alpha\le1$. The LDOS preconditioner avoids this slow convergence because its screening strength comes from the states near $\mu$, and in a cold insulator there are none.

## Computed results

```
cell side [bohr]: 6.0  electrons per cell: 2.0
metal: kT = 0.05 hartree, k points per axis = 8
metal: mu = 0.20023 hartree
metal: D = 13.41598 states/hartree per cell
metal: D/volume = 0.062111 1/(hartree bohr^3)
metal: q0^2 = 0.78051 bohr^-2
metal: q0 = 0.88346 bohr^-1
metal: LDOS solve against Kerker, rel. error = 8.8e-10
Kerker factor at wavelength 6 bohr = 0.58420
Kerker factor at wavelength 60 bohr = 0.01386
gas: k_F = 0.64963 bohr^-1
gas, dense k limit: q0^2 = 0.78048 bohr^-2
gas, kT = 0.002 hartree: q0^2 = 0.82707 bohr^-2
gas, T = 0: 4 k_F/pi = 0.82713 bohr^-2
q = 0.0500 bohr^-1: epsilon Lindhard 313.0096, Kerker 313.1924
q = 0.5000 bohr^-1: epsilon Lindhard 3.9321, Kerker 4.1219
q = 1.0472 bohr^-1: epsilon Lindhard 1.4943, Kerker 1.7117
q = 2.0944 bohr^-1: epsilon Lindhard 1.0272, Kerker 1.1779
gapped: u = 0.5 hartree, k points per axis = 4
gapped: gap = 0.43552 hartree; edge levels g_v = 1, g_c = 3
kT = 0.1 hartree: D = 3.878e+00 1/hartree, max D_loc = 1.674e-01 1/(hartree bohr^3)
   ||P^-1 - 1|| = 2.805e-01, lambda bound = 1.919e+00, L at bound 1 = 4.33 bohr
kT = 0.05 hartree: D = 6.700e-01 1/hartree, max D_loc = 2.971e-02 1/(hartree bohr^3)
   ||P^-1 - 1|| = 6.377e-02, lambda bound = 3.405e-01, L at bound 1 = 10.3 bohr
kT = 0.025 hartree: D = 9.765e-03 1/hartree, max D_loc = 4.351e-04 1/(hartree bohr^3)
   ||P^-1 - 1|| = 9.951e-04, lambda bound = 4.986e-03, L at bound 1 = 85 bohr
kT = 0.0125 hartree: D = 1.489e-06 1/hartree, max D_loc = 6.759e-08 1/(hartree bohr^3)
   ||P^-1 - 1|| = 1.531e-07, lambda bound = 7.745e-07, L at bound 1 = 6.82e+03 bohr
kT = 0.001 hartree: mu - midgap = -5.4937e-04 hartree, law -5.4931e-04
kT = 0.001 hartree: D / low-temperature law = 1.00022
1D metal: u = 0.1, modulation 0.05, kT = 0.05 hartree, 3 el./cell
   5 cells: rel. error of LDOS response = 0.0429, dmu/dV = 0.04197
   15 cells: rel. error of LDOS response = 0.0089, dmu/dV = 0.04436
   45 cells: rel. error of LDOS response = 0.0030, dmu/dV = 0.04451
1D insulator: u = 0.5, kT = 0.01 hartree, 2 electrons/cell
   5 cells: q = 0.20944 bohr^-1, -chi0(q)/q^2 = 1.07838 bohr/hartree
   15 cells: q = 0.06981 bohr^-1, -chi0(q)/q^2 = 1.12127 bohr/hartree
   45 cells: q = 0.02327 bohr^-1, -chi0(q)/q^2 = 1.12627 bohr/hartree
```
